# Phase and loss from crystallizing a thin film on a waveguide, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transverse-electric guide

### The decision

A photonic phase-change cell is a short length of waveguide with a thin film on it. Crystallizing the film changes the phase and the power of the transmitted light. Anyone who computes these changes for many films must decide whether to solve for the guided mode once, with the film amorphous, and obtain the crystalline state from an integral over that mode, or to solve again for every crystalline film. If the integral is chosen, a second decision follows: which electric field belongs inside the crystalline film. Both depend on what is small. The permittivity change is not small in the example below, where it exceeds the amorphous permittivity itself. The response of the film is small if the film is thin enough, and the expansion must rest on that.

I begin with a planar guide whose electric field lies parallel to the layers. One scalar equation then contains the problem, and the question of the field inside the film has a simple answer.

### Conventions and the scalar equation

The layers are stacked along $x$: substrate, core, film of thickness $t$, cladding. Light travels along $z$ and nothing varies with $y$, which describes a guide much wider than it is thick. All materials are linear and nonmagnetic. Fields vary as $\exp[i(\beta z-\omega\tau)]$, where $\tau$ is time. With this sign an absorbing material has $\mathrm{Im}\,\varepsilon>0$. Write $\beta=k_0N$, where $k_0=2\pi/\lambda$ and $N$ is the complex mode index. Maxwell's equations are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .$$

For a transverse-electric (TE) mode the only electric component is $E_y=u(x)e^{i\beta z}$. The $x$ and $z$ components of the first equation give

$$H_x=-\frac{\beta}{\omega\mu_0}u,\qquad H_z=\frac{1}{i\omega\mu_0}\frac{du}{dx},$$

with the common factor $e^{i\beta z}$ left out. The $y$ component of the second is $\partial_zH_x-\partial_xH_z=-i\omega\varepsilon_0\varepsilon u$, so

$$-\frac{i\beta^2}{\omega\mu_0}u-\frac{1}{i\omega\mu_0}\frac{d^2u}{dx^2}=-i\omega\varepsilon_0\varepsilon u .$$

Multiply by $i\omega\mu_0$ and use $\omega^2\mu_0\varepsilon_0=k_0^2$:

$$\beta^2u-\frac{d^2u}{dx^2}=k_0^2\varepsilon u .$$

Measure length by $X=k_0x$ and let a prime mean $d/dX$. Then

$$u''=(N^2-\varepsilon)u. \tag{1}$$

Both $u$ and $u'$ are continuous at every interface, because $E_y$ and $H_z$ are tangential fields. A guided mode decays on both sides.

### Two guides compared without approximation

Let $a$ denote the guide with an amorphous film and $c$ the guide with a crystalline film of the same thickness. Set $\Delta\varepsilon=\varepsilon_c-\varepsilon_a$ in the film; elsewhere the permittivities are equal. Multiply equation (1) for $u_a$ by $u_c$, multiply the equation for $u_c$ by $u_a$, and subtract:

$$u_cu_a''-u_au_c''=(N_a^2-N_c^2+\varepsilon_{c}-\varepsilon_{a})\,u_au_c .$$

The left side is the derivative of $u_cu_a'-u_au_c'$. This quantity is continuous across interfaces and vanishes far away, so its derivative integrates to zero. Hence

$$(N_c^2-N_a^2)\int u_au_c\,dX=\Delta\varepsilon\int_{\rm film}u_au_c\,dX. \tag{2}$$

No complex conjugate has appeared. If one factor had been conjugated, its equation would have contained $\varepsilon^*$, and the absorption of the shared layers would not have cancelled. Equation (2) therefore holds when both guides are lossy.

A limit tests the factors. If the same $\Delta\varepsilon$ were added at every $x$, equation (1) would be satisfied by the old $u$ with $N^2$ raised by $\Delta\varepsilon$. Extending the right-hand integral of (2) over all $x$ gives that result.

### The first-order change

Equation (2) still contains the unknown $u_c$. Replace it by $u_a$, replace $N_c+N_a$ by $2N_a$, and divide:

$$\Delta N\simeq\frac{\Delta\varepsilon\,\Gamma}{2N_a},\qquad
\Gamma=\frac{\int_{\rm film}u_a^2\,dX}{\int u_a^2\,dX}. \tag{3}$$

For a lossless reference mode $\Gamma$ is the fraction of $\int|E_y|^2dx$ that lies in the film. For a lossy one it is a complex number and has no strict meaning as a fraction.

The replacement needs a reason that does not call $\Delta\varepsilon$ small. Set $w=u'$, so that (1) becomes the pair $u'=w$, $w'=(N^2-\varepsilon)u$. Connect the two films by a path

$$\varepsilon(s)=\varepsilon_a+s\,\Delta\varepsilon,\qquad 0\le s\le1 .$$

The parameter $s$ is a device of calculation and does not stand for the crystallized fraction. With $T=k_0t$, crossing the film multiplies the column $(u,w)$ by the exponential of

$$T\begin{pmatrix}0&1\\N^2-\varepsilon_a&0\end{pmatrix}
+Ts\begin{pmatrix}0&0\\-\Delta\varepsilon&0\end{pmatrix}. \tag{4}$$

To find a mode, start with the decaying solution in the substrate, carry it through core and film, and require it to match the decaying solution in the cladding. This gives one equation $F(N,T,\sigma)=0$. The path parameter enters through $\sigma=Ts$ alone. Near a simple root, where $\partial F/\partial N\neq0$, the solution $N(T,\sigma)$ is smooth, and by the chain rule

$$\frac{d^nN}{ds^n}=T^n\frac{\partial^nN}{\partial\sigma^n}=O(T^n). \tag{5}$$

Taylor's theorem from $s=0$ to $s=1$ now gives

$$\Delta N=\left.\frac{dN}{ds}\right|_0+O(T^2).$$

The slope follows from (2) applied to two neighbouring points of the path. Their fields coincide in the limit, and $2N\,dN\int u^2dX=\Delta\varepsilon\,ds\int_{\rm film}u^2dX$. At $s=0$ this is (3). The result is first order in thickness at any fixed, finite contrast.

The condition of a simple root matters. Equation (2), applied to two different modes of one guide, has a zero right side, so $\int u_1u_2\,dX=0$. If absorption brings the two modes together until they merge, this becomes $\int u^2dX=0$ and the denominator of (3) vanishes. Near such a point, or near cutoff where the mode spreads without limit, the expansion cannot be trusted at a thickness that would otherwise serve.

### Phase, attenuation and their ratio

Over a cell of length $L$ the field acquires $\exp(ik_0NL)$. Crystallization therefore changes the phase by

$$\Delta\phi=k_0L\,\mathrm{Re}\,\Delta N, \tag{6}$$

and power, which is quadratic in the field, acquires the further factor $\exp(-2k_0L\,\mathrm{Im}\,\Delta N)$. The change of the power attenuation coefficient is $2k_0\,\mathrm{Im}\,\Delta N$, and the added loss in decibels is

$$\Delta A=\frac{10}{\ln10}\,2k_0L\,\mathrm{Im}\,\Delta N. \tag{7}$$

The link between $\mathrm{Im}\,N$ and absorption can be checked within one guide. Multiply (1) by $u^*$ and integrate. The left side becomes $-\int|u'|^2dX$, which is real, so the imaginary part is

$$2\,\mathrm{Re}N\,\mathrm{Im}N\int|u|^2dX=\int\mathrm{Im}\,\varepsilon\,|u|^2dX. \tag{8}$$

The conjugate belongs here because this is a balance of power, while (2) compares two modes. For the crystalline guide of the example the two sides of (8) agree to better than one part in $10^8$.

The length that gives a phase change $\pi$ is $L_\pi=\pi/(k_0\,\mathrm{Re}\,\Delta N)$. Inserting it in (7) gives

$$\Delta A_\pi=\frac{20\pi}{\ln10}\,\frac{\mathrm{Im}\,\Delta N}{\mathrm{Re}\,\Delta N}
\simeq\frac{20\pi}{\ln10}\,\frac{\mathrm{Im}\,\Delta\varepsilon}{\mathrm{Re}\,\Delta\varepsilon}. \tag{9}$$

The last form assumes the first-order TE result and a nearly real $\Gamma/N_a$. Under those conditions the film's position and thickness change the length needed, but not the loss paid for a given phase.

### A 5 nm film on silicon

The example is a 5 nm film of Ge$_2$Sb$_2$Te$_5$ on a 220 nm silicon core, with oxide below and air above, at a wavelength of 1550 nm. The silicon and oxide indices are 3.48 and 1.444. The film index is taken as $4.0+0.05i$ when amorphous and $6.0+0.9i$ when crystalline, both rough typical values. Squaring them gives

$$\Delta\varepsilon=(35.19+10.80i)-(16.00+0.40i)=19.19+10.40i .$$

The fundamental TE mode of the amorphous guide has $N_a=2.85815+0.00065i$ and $\Gamma=0.009276+0.000025i$. Equation (3) gives

$$\Delta N\simeq\frac{(19.19+10.40i)(0.009276+0.000025i)}{2(2.85815+0.00065i)}
=0.0311+0.0170i .$$

For a cell $2\ \mu$m long, $k_0L=4.0537\times2=8.107$. The first-order phase change is $8.107\times0.0311=0.252$ rad. The added loss is $4.343\times2\times8.107\times0.01695=1.19$ dB.

To judge these numbers I solve $F=0$ for both films, which is the full layer solution of the same planar model. It gives $\Delta N=0.03241+0.01908i$, hence 0.263 rad and 1.34 dB. A discretized form of (1) on a 0.5 nm grid, which uses no layer matching, gives the same $\Delta N$ to the digits shown. Relative to the layer solution, first order is 4% low in phase and 11% low in loss.

Equation (9) with the permittivities alone gives $27.29\times10.40/19.19=14.8$ dB per $\pi$ of phase; the layer solution gives 16.1 dB. A cell with this film would need about 24 $\mu$m for a phase change $\pi$. In this model it is an absorber more than a phase shifter.

### Why loss is the less accurate part

The next term of the expansion explains the uneven errors. At fixed thickness write

$$\Delta N=A\,\Delta\varepsilon+B(\Delta\varepsilon)^2+O(T^3),$$

with $A=O(T)$ and $B=O(T^2)$. The amorphous guide is nearly lossless, so $A$ and $B$ are nearly real. With $\Delta\varepsilon=p+iq$, the second term changes the real part by a fraction $(B/A)(p^2-q^2)/p$ and the imaginary part by $(B/A)\,2p$. The second fraction is larger by

$$\frac{2p^2}{p^2-q^2}=\frac{2(19.19)^2}{(19.19)^2-(10.40)^2}=2.8 .$$

The corrections found above, relative to first order, are 4.2% and 12.5%, a ratio of 3.0. For a 1 nm film the deficits relative to the layer solution are 0.8% and 2.3%.

The sign can be understood for a lossless guide. Equation (1) then makes the fundamental $N^2$ the largest value of $\int(\varepsilon u^2-u'^2)dX/\int u^2dX$ over trial fields. For each trial field this ratio is linear in the film permittivity, and the largest of a set of linear functions is convex. The tangent at the amorphous state therefore cannot lie above the curve, so first order cannot overestimate the change of $N^2$. Since $N_c^2-N_a^2=(N_c+N_a)\Delta N$, replacing $N_c+N_a$ by $2N_a$ acts the other way, by a fraction of about $\Delta N/(2N_a)$. Here that is 0.6%, too little to reverse the sign. Physically, a film of higher permittivity draws the field towards itself, and the old field misses this.

The errors grow with thickness. For a 10 nm film, with all else held fixed, first order gives 0.92 of the phase change and 0.79 of the added loss. The old mode then still serves for a phase estimate within ten per cent, but not for the loss.

## Second half: any polarization

### What is carried over

Fields vary as $\exp[i(\beta z-\omega\tau)]$, with $\beta=k_0N$ and $\mathrm{Im}\,\varepsilon>0$ for absorption. The layers are normal to $x$, a prime is $d/dX$ with $X=k_0x$, and the film has $T=k_0t$. Crystallization takes its permittivity from $\varepsilon_a$ to $\varepsilon_c=\varepsilon_a+\Delta\varepsilon$. For TE modes the first half gave $\Delta N\simeq\Delta\varepsilon\,\Gamma/(2N_a)$ with error $O(T^2)$, where $\Gamma$ is the film's share of $\int E_y^2dx$. The phase change is $k_0L\,\mathrm{Re}\,\Delta N$ and the change of power attenuation is $2k_0\,\mathrm{Im}\,\Delta N$. In the example, a 5 nm film on 220 nm of silicon, the TE layer solution gave 0.263 rad and 1.34 dB over $2\ \mu$m.

The TE electric field is tangential to the film, so the old field was a fair guess for the new one. A transverse-magnetic (TM) mode also has a component $E_x$ normal to the film. That component jumps at an interface, by a factor that does not approach one as the film becomes thin.

### The mirror mode and the vector identity

To compare two vector modes without conjugation, pair the new forward mode with a backward mode of the old guide. Let the old forward mode have amplitudes $\mathbf e_a(x)$, $\mathbf h_a(x)$. Reflecting it in a plane of constant $z$ gives

$$\mathbf E_1=(e_{a,x},\,e_{a,y},\,-e_{a,z})\,e^{-i\beta_az},\qquad
\mathbf H_1=(-h_{a,x},\,-h_{a,y},\,h_{a,z})\,e^{-i\beta_az}.$$

This also solves Maxwell's equations. For example, the $y$ component of Faraday's law for the forward mode is $i\beta_ae_{a,x}-de_{a,z}/dx=i\omega\mu_0h_{a,y}$. For the mirror mode both sides change sign. In each of the other components the two sides likewise change sign together or stay as they were, provided that the permittivity tensor is diagonal in $x,y,z$ and independent of $z$.

Let $\mathbf E_2,\mathbf H_2$ be the forward mode of the crystalline guide. From $\nabla\cdot(\mathbf E\times\mathbf H)=\mathbf H\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H$,

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2)=i\omega\mu_0\mathbf H_2\cdot\mathbf H_1+i\omega\varepsilon_0\,\mathbf E_1\cdot\varepsilon_c\mathbf E_2,$$

$$\nabla\cdot(\mathbf E_2\times\mathbf H_1)=i\omega\mu_0\mathbf H_1\cdot\mathbf H_2+i\omega\varepsilon_0\,\mathbf E_2\cdot\varepsilon_a\mathbf E_1 .$$

The magnetic terms cancel on subtraction:

$$\nabla\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)=i\omega\varepsilon_0\,\mathbf E_1\cdot\Delta\varepsilon\,\mathbf E_2 .$$

Integrate over $x$. The $x$ component of the bracket contains tangential fields alone, so it is continuous across the layers, and it vanishes far away. It contributes nothing. The rest varies as $e^{i(\beta_c-\beta_a)z}$, so $\partial_z$ gives $i(\beta_c-\beta_a)$. The transverse magnetic field of the mirror mode is reversed, which turns the minus sign in the bracket into a plus. After the common factor $i$ is cancelled,

$$\beta_c-\beta_a=\omega\varepsilon_0\,
\frac{\int_{\rm film}\Delta\varepsilon\,(e_{a,x}e_{c,x}+e_{a,y}e_{c,y}-e_{a,z}e_{c,z})\,dx}
{\int(\mathbf e_a\times\mathbf h_c+\mathbf e_c\times\mathbf h_a)_z\,dx}. \tag{10}$$

The minus sign before $e_z$ comes from the mirror. In a lossless guide $e_z$ is a quarter period out of phase with the transverse electric field, so $-e_z^2$ is positive when $e_x$ and $e_y$ are chosen real. Every component then raises $N$ when $\varepsilon$ rises.

Equation (10) contains no approximation. With both modes of the 5 nm example inserted, it reproduces the difference of the two mode indices to better than one part in $10^8$, for TE and for TM.

Equation (10) gives the exact change of mode index for any polarization, but it still contains the unknown field of the crystalline guide. What remains is to decide which field to put in the film when only the amorphous mode is known, and to test the result for TM modes.
